# Why Mirror Symmetry Can Block a Contact with Many Metal Modes: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: in a planar metal-semiconductor contact with s (mirror-even)
and p_z (mirror-odd) orbitals, even metal modes cannot enter odd semiconductor
modes, however many metal modes are open. Raising one plane so that the
interface bond has vertical direction cosine n breaks the mirror and gives
  T_j = 4 Im(Ms) Im(Sp) |b (1 - Delta Ss Mp) / D|^2  for transverse mode j.
Ms, Mp, Ss, Sp: edge Green functions (metal M, semiconductor S; orbital s, p).
a, b, c: s-s, s-p and p-p interface hoppings; Delta = a c + b^2.
D = 1 - a^2 Ms Ss - c^2 Mp Sp - b^2 (Ms Sp + Mp Ss) + Delta^2 Ms Ss Mp Sp.
Energies are in rydberg, lengths in bohr; hbar = 1, 2m = 1, e^2 = 2.
"""
import numpy as np
from scipy import constants

ROWS = 20
ENERGY = 0.0
T_S, T_P = -0.10, -0.05            # in-plane hoppings, also V_ss and V_pp-pi
V_SP, V_PP_SIGMA = 0.12, 0.20
METAL = (0.0, 0.4)                 # s and p levels
METAL_ODD_OPEN = (0.0, 0.0)        # control metal
SEMI = (-0.5, 0.18)
HOPS = (T_S, T_P)
q = np.pi * np.arange(1, ROWS + 1) / (ROWS + 1)


def interface(n):
    c = (1 - n*n) * T_P + n*n * V_PP_SIGMA
    return np.array([[T_S, n * V_SP], [-n * V_SP, c]])


def reduced_energy(level, hop):
    return ENERGY - level - 2 * hop * np.cos(q)


def edge_green(level, hop):
    w = reduced_energy(level, hop)
    disc = w*w - 4*hop*hop
    root = np.where(disc < 0, 1j * np.sqrt(np.abs(disc)),
                    np.sign(w) * np.sqrt(np.abs(disc)))
    return (w - root) / (2 * hop * hop)


def closed_form(n):
    (a, b), (_, c) = interface(n)
    ms, mp = [edge_green(e, t) for e, t in zip(METAL, HOPS)]
    ss, sp = [edge_green(e, t) for e, t in zip(SEMI, HOPS)]
    delta = a*c + b*b
    den = (1 - a*a*ms*ss - c*c*mp*sp - b*b*(ms*sp + mp*ss)
           + delta**2 * ms*ss*mp*sp)
    amp = b * (1 - delta*ss*mp) / den
    return 4 * ms.imag * sp.imag * np.abs(amp)**2


def count_open(level, hop):
    """Count transverse subbands that cross ENERGY, from the dispersion."""
    kx = np.linspace(0, np.pi, 2001)
    band = level + 2*hop*np.cos(q)[:, None] + 2*hop*np.cos(kx)[None, :]
    return int(np.sum((band.min(axis=1) < ENERGY) & (band.max(axis=1) > ENERGY)))


def step_factor(w, hop):
    """Outgoing or decaying wave factor per lattice step away from the contact."""
    x = w / (2 * hop)
    if abs(x) < 1:
        return np.exp(1j * np.arccos(x))
    roots = np.roots([1, -2*x, 1])
    return roots[np.argmin(np.abs(roots))]


def wave_matching(n, j):
    """Solve the Schroedinger equation for an s wave arriving from the metal."""
    W = interface(n)
    wm = [reduced_energy(e, t)[j] for e, t in zip(METAL, HOPS)]
    ws = [reduced_energy(e, t)[j] for e, t in zip(SEMI, HOPS)]
    fm = [step_factor(w, t) for w, t in zip(wm, HOPS)]
    fs = [step_factor(w, t) for w, t in zip(ws, HOPS)]
    A = np.zeros((4, 4), complex)
    for o in range(2):
        A[o, o] = wm[o] - HOPS[o] * fm[o]
        A[2+o, 2+o] = ws[o] - HOPS[o] * fs[o]
    A[:2, 2:] = -W
    A[2:, :2] = -W.T
    rhs = np.array([-(wm[0] - T_S / fm[0]), 0, W[0, 0], W[0, 1]])
    r, _, _, t = np.linalg.solve(A, rhs)
    trans = abs(t)**2 * (T_P * fs[1].imag) / (T_S * fm[0].imag)
    return trans, abs(r)**2


# Real-space strip in the basis of upper and lower lobes, u,l = (s +- p)/sqrt(2)
rows = np.arange(1, ROWS + 1)
U = np.sqrt(2 / (ROWS + 1)) * np.sin(np.outer(rows, q))
Q = np.array([[1, 1], [1, -1]]) / np.sqrt(2)
SWAP = np.array([[0, 1], [1, 0]])
UNLIKE = np.diag([1, -1])


def lobe_green(levels):
    total = 0
    for o in range(2):
        g = (U * edge_green(levels[o], HOPS[o])) @ U.T
        total = total + np.kron(g, np.outer(Q[:, o], Q[:, o]))
    return total


def strip_transmission(W, metal_levels):
    gm_inv = np.linalg.inv(lobe_green(metal_levels))
    gs_inv = np.linalg.inv(lobe_green(SEMI))
    size = 2 * ROWS
    G = np.linalg.inv(np.block([[gm_inv, -W], [-W.T, gs_inv]]))[:size, size:]
    gam_m = 1j * (gm_inv.conj().T - gm_inv)
    gam_s = 1j * (gs_inv.conj().T - gs_inv)
    return np.trace(gam_m @ G @ gam_s @ G.conj().T).real


def uniform_lobe_interface(n):
    return np.kron(np.eye(ROWS), Q @ interface(n) @ Q)


# Hopping integrals from Gaussian orbitals and two Gaussian wells
GAUSS, WELL, DEPTH, BOND = 0.2, 0.2, 1.0, 5.0


def hopping_integrals(theta):
    h = 0.4
    x = np.arange(-9, 14 + h/2, h)[:, None, None]
    y = np.arange(-9, 9 + h/2, h)[None, :, None]
    n1, w1 = np.polynomial.legendre.leggauss(30)
    n2, w2 = np.polynomial.legendre.leggauss(46)
    z = np.concatenate([4.5*(n1 - 1), 7*(n2 + 1)])[None, None, :]
    wz = np.concatenate([4.5*w1, 7*w2])[None, None, :] * h * h
    z2 = z - BOND * np.sin(theta)
    ra = x**2 + y**2 + z**2
    rb = (x - BOND*np.cos(theta))**2 + y**2 + z2**2
    norm = (2 * GAUSS / np.pi)**0.75
    sa, sb = norm*np.exp(-GAUSS*ra), norm*np.exp(-GAUSS*rb)
    pa, pb = 2*np.sqrt(GAUSS)*z*sa, 2*np.sqrt(GAUSS)*z2*sb
    v = -DEPTH * (np.exp(-WELL*ra) + np.exp(-WELL*rb))
    hsb = (6*GAUSS - 4*GAUSS**2*rb + v) * sb
    hpb = (10*GAUSS - 4*GAUSS**2*rb + v) * pb
    sp_density = wz * sa * hpb
    upper = np.sum(sp_density[:, :, 30:])
    lower = np.sum(sp_density[:, :, :30])
    return upper, lower, np.sum(wz*pa*hsb), np.sum(wz*pa*hpb)


flat = hopping_integrals(0.0)
upright = hopping_integrals(np.pi / 2)
tilted = hopping_integrals(0.3)
sp_axis = upright[0] + upright[1]
sp_tilted = tilted[0] + tilted[1]
assert abs(flat[0]) > 1e-3 and abs(flat[0] + flat[1]) < 1e-7
assert abs(sp_tilted - np.sin(0.3) * sp_axis) < 1e-6
assert abs(tilted[2] + sp_tilted) < 1e-6
pp_law = np.cos(0.3)**2 * flat[3] + np.sin(0.3)**2 * upright[3]
assert abs(tilted[3] - pp_law) < 1e-6

# Open-mode counts
counts = {"metal s": count_open(METAL[0], T_S),
          "metal p": count_open(METAL[1], T_P),
          "semiconductor s": count_open(SEMI[0], T_S),
          "semiconductor p": count_open(SEMI[1], T_P)}
control_odd = count_open(METAL_ODD_OPEN[1], T_P)
n_semi = counts["semiconductor p"]
assert counts["metal s"] > n_semi > 0
assert counts["metal p"] == counts["semiconductor s"] == 0

# Closed form against scattering waves and against the real-space strip
tilts = (0.0, 0.05, 0.1, 0.2)
totals = []
for n in tilts:
    modes = closed_form(n)
    for j in range(n_semi):
        trans, refl = wave_matching(n, j)
        assert abs(trans - modes[j]) < 1e-10
        assert abs(trans + refl - 1) < 1e-10
    real_space = strip_transmission(uniform_lobe_interface(n), METAL)
    assert abs(real_space - modes.sum()) < 1e-9
    totals.append(modes.sum())

# Small-tilt coefficient
Ms, Mp = [edge_green(e, t) for e, t in zip(METAL, HOPS)]
Ss, Sp = [edge_green(e, t) for e, t in zip(SEMI, HOPS)]
den0 = (1 - T_S**2*Ms*Ss) * (1 - T_P**2*Mp*Sp)
coef = 4*Ms.imag*Sp.imag * V_SP**2 * np.abs((1 - T_S*T_P*Ss*Mp)/den0)**2
small = sum(wave_matching(0.01, j)[0] for j in range(n_semi))
assert abs(small / (coef.sum() * 0.01**2) - 1) < 5e-3  # next order is n^4
assert np.all(Ss.real > 0) and np.all(Mp.real < 0)

# Control: same flat interface, but odd metal modes are open
Mp_open = edge_green(METAL_ODD_OPEN[1], T_P)
control_modes = (4*T_P**2*Mp_open.imag*Sp.imag
                 / np.abs(1 - T_P**2*Mp_open*Sp)**2)
control = strip_transmission(uniform_lobe_interface(0), METAL_ODD_OPEN)
assert abs(control - control_modes.sum()) < 1e-9
assert 0.1 < control <= min(control_odd, n_semi) + 1e-9

# Random interfaces joining every row to every row
rng = np.random.default_rng(7)
kept, opened, broken = [], [], []
for _ in range(20):
    scale = rng.uniform(0.02, 0.2) / np.sqrt(ROWS)
    A, B, C = scale * rng.normal(size=(3, ROWS, ROWS))
    W = np.kron(A, np.eye(2)) + np.kron(B, SWAP)
    kept.append(strip_transmission(W, METAL))
    opened.append(strip_transmission(W, METAL_ODD_OPEN))
    broken.append(strip_transmission(W + 0.3*np.kron(C, UNLIKE), METAL))
assert max(np.abs(kept)) < 1e-18
assert np.mean(opened) > 1e-2 and np.mean(broken) > 1e-2
assert max(opened + broken) <= n_semi + 1e-9

g0 = 2 * constants.e**2 / constants.h * 1e6
print(f"Rows {ROWS}; energy E = {ENERGY:.2f} Ry")
print(f"Metal levels s, p: {METAL[0]:.2f}, {METAL[1]:.2f} Ry")
print(f"Semiconductor levels s, p: {SEMI[0]:.2f}, {SEMI[1]:.2f} Ry")
print(f"Hoppings ss, pp-pi: {T_S:.2f}, {T_P:.2f} Ry")
print(f"Hoppings sp-sigma, pp-sigma: {V_SP:.2f}, {V_PP_SIGMA:.2f} Ry")
top, bottom = SEMI[0] + 4*abs(T_S), SEMI[1] - 4*abs(T_P)
print(f"Wide-strip valence top, conduction bottom: {top:.3f}, {bottom:.3f} Ry")
print(f"Wide-strip semiconductor gap: {bottom - top:.3f} Ry")
for name, number in counts.items():
    print(f"Open {name} modes: {number}")
lobes = Q @ interface(0) @ Q
print(f"Flat lobe hoppings u-u, u-l: {lobes[0,0]:.3f}, {lobes[0,1]:.3f} Ry")
print(f"Gaussian exponents orbital, well: {GAUSS:.1f}, {WELL:.1f} bohr^-2")
print(f"Gaussian well depth {DEPTH:.1f} Ry; bond {BOND:.1f} bohr")
print(f"Flat s-p integral above plane: {flat[0]:.6f} Ry")
print(f"Flat s-p integral below plane: {flat[1]:.6f} Ry")
print(f"Upright s-p integral: {sp_axis:.6f} Ry")
print(f"s-p integral at 0.3 rad: {sp_tilted:.6f} Ry")
for label, g in (("Ms", Ms), ("Mp", Mp), ("Ss", Ss), ("Sp", Sp)):
    print(f"Mode 1 {label}: {g[0].real:.4f} {g[0].imag:+.4f}i Ry^-1")
print(f"Metal s edge density, mean per row: {-Ms.imag.mean()/np.pi:.4f} Ry^-1")
for j in range(n_semi):
    print(f"Mode {j+1}: T(n=0.1) = {closed_form(0.1)[j]:.6f}; C = {coef[j]:.4f}")
print(f"Total small-tilt coefficient C = {coef.sum():.4f}")
for n, total in zip(tilts, totals):
    print(f"n = {n:.2f}: T = {total:.6f}; C n^2 = {coef.sum()*n*n:.6f}")
print(f"Conductance at n = 0.10: {g0*totals[2]:.4f} microsiemens")
print(f"Control metal p level: {METAL_ODD_OPEN[1]:.2f} Ry")
print(f"Control open metal p modes: {control_odd}")
print(f"Control flat-contact transmission: {control:.6f}")
print(f"Control conductance: {g0*control:.3f} microsiemens")
print(f"Random contacts: {len(kept)}")
print(f"Mirror kept, largest |T|: {max(np.abs(kept)):.1e}")
print(f"Mirror kept, odd metal modes open, mean T: {np.mean(opened):.4f}")
print(f"Mirror broken, mean T: {np.mean(broken):.4f}")
print("success")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 207, in <module>
    assert max(np.abs(kept)) < 1e-18
           ^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The failing check, zero transmission through random contacts that keep the mirror, was limited by the arithmetic and not by the physics. The old program obtained the lead broadening by subtracting numerically inverted matrices, which leaves rounding-size broadening in the closed odd metal modes; this enters T to first order, so T could not be expected to fall below the 1e-18 limit. The strip calculation now builds the broadening from the open lead modes alone and sums the squared amplitudes between them, so that rounding enters the forbidden transmission only to second order. The tested quantity is the same total transmission, and all tests, tolerances and random cases are unchanged.

The change:

```diff
@@ -103,12 +103,22 @@
 
 
+def open_channels(levels):
+    """Open lead modes on the edge column, scaled by the root of their broadening."""
+    columns = []
+    for o in range(2):
+        width = -2 * HOPS[o]**2 * edge_green(levels[o], HOPS[o]).imag
+        for j in np.flatnonzero(width > 0):
+            columns.append(np.sqrt(width[j]) * np.kron(U[:, j], Q[:, o]))
+    return np.column_stack(columns)
+
+
 def strip_transmission(W, metal_levels):
+    """Sum squared amplitudes between all open metal and semiconductor modes."""
     gm_inv = np.linalg.inv(lobe_green(metal_levels))
     gs_inv = np.linalg.inv(lobe_green(SEMI))
     size = 2 * ROWS
     G = np.linalg.inv(np.block([[gm_inv, -W], [-W.T, gs_inv]]))[:size, size:]
-    gam_m = 1j * (gm_inv.conj().T - gm_inv)
-    gam_s = 1j * (gs_inv.conj().T - gs_inv)
-    return np.trace(gam_m @ G @ gam_s @ G.conj().T).real
+    amplitudes = open_channels(metal_levels).T @ G @ open_channels(SEMI)
+    return np.sum(np.abs(amplitudes)**2)
 
 
```

After the repair:

```
Rows 20; energy E = 0.00 Ry
Metal levels s, p: 0.00, 0.40 Ry
Semiconductor levels s, p: -0.50, 0.18 Ry
Hoppings ss, pp-pi: -0.10, -0.05 Ry
Hoppings sp-sigma, pp-sigma: 0.12, 0.20 Ry
Wide-strip valence top, conduction bottom: -0.100, -0.020 Ry
Wide-strip semiconductor gap: 0.080 Ry
Open metal s modes: 20
Open metal p modes: 0
Open semiconductor s modes: 0
Open semiconductor p modes: 4
Flat lobe hoppings u-u, u-l: -0.075, -0.025 Ry
Gaussian exponents orbital, well: 0.2, 0.2 bohr^-2
Gaussian well depth 1.0 Ry; bond 5.0 bohr
Flat s-p integral above plane: -0.006101 Ry
Flat s-p integral below plane: 0.006101 Ry
Upright s-p integral: 0.086842 Ry
s-p integral at 0.3 rad: 0.025664 Ry
Mode 1 Ms: 9.8883 -1.4904i Ry^-1
Mode 1 Mp: -3.4180 +0.0000i Ry^-1
Mode 1 Ss: 1.4639 +0.0000i Ry^-1
Mode 1 Sp: -16.2234 -11.6962i Ry^-1
Metal s edge density, mean per row: 2.1238 Ry^-1
Mode 1: T(n=0.1) = 0.017365; C = 1.9168
Mode 2: T(n=0.1) = 0.031220; C = 3.4777
Mode 3: T(n=0.1) = 0.037421; C = 4.1933
Mode 4: T(n=0.1) = 0.025382; C = 2.8344
Total small-tilt coefficient C = 12.4222
n = 0.00: T = 0.000000; C n^2 = 0.000000
n = 0.05: T = 0.030200; C n^2 = 0.031056
n = 0.10: T = 0.111387; C n^2 = 0.124222
n = 0.20: T = 0.333517; C n^2 = 0.496889
Conductance at n = 0.10: 8.6304 microsiemens
Control metal p level: 0.00 Ry
Control open metal p modes: 20
Control flat-contact transmission: 0.575638
Control conductance: 44.601 microsiemens
Random contacts: 20
Mirror kept, largest |T|: 1.0e-28
Mirror kept, odd metal modes open, mean T: 1.0726
Mirror broken, mean T: 1.3704
success
```
